**Carrier accumulation at an ohmic contact: program and output**

The program tests the equilibrium density $n(x) = n_0/(1 + x/b)^2$ with $b = \sqrt{2} L_D$ and $L_D = \sqrt{\varepsilon k_B T/(e^2 n_0)}$, where $n_0$ is the density at the contact, $\varepsilon$ the permittivity and $T$ the temperature. It asserts that the closed form satisfies the scaled Poisson–Boltzmann equation and has zero far field. It also asserts that a numerically solved layer 3000 Debye lengths thick agrees with the formula at three depths; the largest relative deviation is $1.2 \times 10^{-5}$. Further assertions cover the balance of drift and diffusion, the sheet charge, the factor $\pi^2/4$ at a free surface, and the behaviour when the contact field is 5% too high or too low. For holes in a diamond layer with $n_0 = 10^{16}$ cm$^{-3}$ at 300 K the output gives $L_D = 28.5$ nm and $b = 40.4$ nm. At a depth of 1000 nm, the thickness of the layer, the density is 2.47 times the ideal value, or 2.07 times with $10^{13}$ cm$^{-3}$ ionised donors. The ratio of Coulomb length to $b$, an estimate of where the mean field becomes doubtful, is 0.24 at 300 K and 0.74 at 500 K with the same contact barrier.

## Numerical verification

```python
"""Carriers accumulated at an ohmic contact to a semi-infinite insulator.

Result under test (equilibrium, one carrier species, zero far field):
    n(x) = n0 / (1 + x/b)^2,  b = sqrt(2)*LD,  LD = sqrt(eps*kB*T/(e^2*n0))
n0: density at the contact x = 0; eps: permittivity; T: temperature.
Scaled variables: s = x/LD, u = (carrier potential energy)/(kB*T).
Scaled Poisson-Boltzmann equation: u'' = -exp(-u) - nu, where nu is the
density of fixed charge of the carriers' sign divided by n0 (ideal: nu = 0).
Example: holes in undoped diamond, with rough typical material values.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

e, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
ROOT2 = np.sqrt(2.0)


def debye_length(n0, T, eps):
    return np.sqrt(eps * kB * T / (e**2 * n0))


def ideal_density(x, n0, b):
    return n0 / (1 + x / b)**2


def shoot_from_surface(u_surface, nu):
    """Start at a field-free surface and go towards the contact, u = 0."""
    def rhs(t, y):
        return [y[1], -np.exp(-max(y[0], -5.0)) - nu]

    def at_contact(t, y):
        return y[0]
    at_contact.terminal = True
    at_contact.direction = -1
    return solve_ivp(rhs, (0, 1e8), [u_surface, 0.0], method="DOP853",
                     events=at_contact, dense_output=True,
                     rtol=1e-10, atol=1e-12)


def solve_layer(thickness, nu):
    """Return u(s), u at the free surface, and the slope at the contact."""
    def mismatch(u_surface):
        found = shoot_from_surface(u_surface, nu).t_events[0][0]
        return np.log(found / thickness)
    u_surface = brentq(mismatch, 1e-3, 25.0, xtol=1e-11)
    run = shoot_from_surface(u_surface, nu)
    length = run.t_events[0][0]
    slope = -run.y_events[0][0][1]
    return (lambda s: run.sol(length - s)[0]), u_surface, slope


# --- The closed form satisfies the differential equation and far condition
s = sp.symbols("s", positive=True)
u_closed = 2 * sp.log(1 + s / sp.sqrt(2))
assert sp.simplify(sp.diff(u_closed, s, 2) + sp.exp(-u_closed)) == 0
assert sp.limit(sp.diff(u_closed, s), s, sp.oo) == 0

# --- A very thick layer solved numerically approaches the closed form.
# The remaining finite-thickness effect is of order 1e-5 at these depths.
thick = 3000.0
u_thick, u_end, _ = solve_layer(thick, 0.0)
worst = 0.0
for depth in (0.5, 2.0, 10.0):
    ratio = np.exp(-u_thick(depth)) * (1 + depth / ROOT2)**2
    worst = max(worst, abs(ratio - 1))
assert worst < 3e-5
surface_factor = np.exp(-u_end) * (1 + thick / ROOT2)**2
assert abs(surface_factor / (np.pi**2 / 4) - 1) < 1e-5


# --- Other contact fields: constant far field, or a field-free plane
def from_contact(slope, end):
    def field_zero(t, y):
        return y[1]
    field_zero.terminal = True
    field_zero.direction = -1
    return solve_ivp(lambda t, y: [y[1], -np.exp(-y[0])], (0, end),
                     [0.0, slope], events=field_zero,
                     rtol=1e-10, atol=1e-12)


high = from_contact(1.05 * ROOT2, 200.0)
far_slope = high.y[1, -1]
assert len(high.t_events[0]) == 0
assert abs(far_slope - np.sqrt(2 * (1.05**2 - 1))) < 1e-6
low = from_contact(0.95 * ROOT2, 200.0)
turn_depth = low.t_events[0][0]
n_min = 1 - 0.95**2
turn_formula = ROOT2 / np.sqrt(n_min) * np.arccos(np.sqrt(n_min))
assert abs(turn_depth / turn_formula - 1) < 1e-6

# --- Example inputs (rough typical values for diamond; SI inside)
T = 300.0
eps_r = 5.7
eps = eps_r * const.epsilon_0
n0 = 1e16 * 1e6
layer = 1000e-9
donors = 1e13 * 1e6
mass = 0.8 * m0
gap_eV = 5.5
donor_depth_eV = 1.7
breakdown_MVcm = 10.0
kT = kB * T
kT_eV = kT / e
LD = debye_length(n0, T, eps)
b = ROOT2 * LD

# --- Force from the charge lying deeper must balance diffusion, in SI units
for x in (0.3 * b, 2 * b, 12 * b):
    beyond = b * quad(lambda t: ideal_density(t * b, n0, b),
                      x / b, np.inf)[0]
    force = e**2 * beyond / eps
    h = 1e-4 * b
    log_slope = (np.log(ideal_density(x + h, n0, b))
                 - np.log(ideal_density(x - h, n0, b))) / (2 * h)
    assert abs(force / (-kT * log_slope) - 1) < 1e-6

sheet = b * quad(lambda t: ideal_density(t * b, n0, b), 0, np.inf)[0]
inner = b * quad(lambda t: ideal_density(t * b, n0, b), 0, 1)[0]
assert abs(sheet / (n0 * b) - 1) < 1e-8
assert abs(inner / sheet - 0.5) < 1e-8
field0 = 2 * kT / (e * b)
assert abs(field0 / (e * sheet / eps) - 1) < 1e-8

# --- Finite thickness and ionised residual donors
nu = donors / n0
u_fin, u_fin_end, _ = solve_layer(layer / LD, 0.0)
u_don, u_don_end, slope_don = solve_layer(layer / LD, nu)
energy_sum = 1 - np.exp(-u_don_end) + nu * u_don_end
assert abs(slope_don**2 / 2 / energy_sum - 1) < 1e-6
depths = np.array([10.0, 40.0, 100.0, 300.0, 1000.0]) * 1e-9
rows = []
for x in depths:
    ideal = ideal_density(x, n0, b)
    finite = n0 * np.exp(-u_fin(x / LD))
    doped = n0 * np.exp(-u_don(x / LD))
    assert finite > ideal and doped < finite
    rows.append((x, ideal, finite / ideal, doped / ideal))

# --- A hundredfold contact density hardly alters the density far inside
n0_big = 100 * n0
LD_big = debye_length(n0_big, T, eps)
b_big = ROOT2 * LD_big
_, u_big_end, _ = solve_layer(layer / LD_big, 0.0)
gain_layer = n0_big * np.exp(-u_big_end) / (n0 * np.exp(-u_fin_end))
gain_ideal = (ideal_density(layer, n0_big, b_big)
              / ideal_density(layer, n0, b))
assert abs(gain_layer / gain_ideal - 1) < 1e-3
far_law = 2 * eps * kT / (e**2 * layer**2)


# --- Degeneracy: the squared contact field scales with carrier pressure
def band_density(temp):
    return 2 * (mass * kB * temp / (2 * np.pi * hbar**2))**1.5


def fermi(order, z):
    return -mp.re(mp.polylog(order, -z))


def field_ratio_degenerate(density, temp):
    filling = density / band_density(temp)
    z = mp.findroot(lambda v: fermi(1.5, v) - filling, filling)
    closed = fermi(2.5, z) / fermi(1.5, z)
    summed = mp.quad(lambda w: fermi(1.5, z * mp.exp(-w)),
                     [0, 2, 6, 15, 40]) / fermi(1.5, z)
    assert abs(closed - summed) < 1e-8
    return float(mp.sqrt(closed))


Nv = band_density(T)
barrier = kT * np.log(Nv / n0)
degenerate_shift = field_ratio_degenerate(n0, T) - 1
fermi_surface_eV = barrier / e + u_don_end * kT_eV
donor_level_eV = gap_eV - donor_depth_eV
assert fermi_surface_eV < donor_level_eV - 10 * kT_eV
intrinsic = Nv * np.exp(-gap_eV / (2 * kT_eV))

# --- Quantum gradient correction at the contact, relative to kB*T
quantum = hbar**2 / (3 * mass * b**2) / kT
h = 1e-3 * b
root = [np.sqrt(ideal_density(d, n0, b)) for d in (-h, 0.0, h)]
curvature = (root[0] - 2 * root[1] + root[2]) / h**2 / root[1]
assert abs(hbar**2 / (6 * mass) * curvature / kT / quantum - 1) < 1e-4

# --- Coulomb length, image attraction, and operation at 500 K
coulomb = e**2 / (4 * np.pi * eps * kT)
image_range = coulomb / 4
T_hot = 500.0
n0_hot = band_density(T_hot) * np.exp(-barrier / (kB * T_hot))
b_hot = ROOT2 * debye_length(n0_hot, T_hot, eps)
coulomb_hot = coulomb * T / T_hot
far_hot = ideal_density(layer, n0_hot, b_hot)
degenerate_hot = field_ratio_degenerate(n0_hot, T_hot) - 1

print("TESTS")
print(f"thick layer: largest relative deviation = {worst:.1e}")
print(f"free-surface density / ideal, thick layer = {surface_factor:.4f}")
print(f"contact field 5% high: scaled far field = {far_slope:.4f}")
print(f"contact field 5% low: field zero at x/L_D = {turn_depth:.3f}")
print("INPUTS (diamond values are rough)")
print(f"temperature = {T:.0f} K; kB*T = {kT_eV:.5f} eV")
print(f"relative permittivity = {eps_r:.1f}")
print(f"contact density n0 = {n0/1e6:.1e} cm^-3")
print(f"layer thickness = {layer*1e9:.0f} nm")
print(f"residual donors = {donors/1e6:.1e} cm^-3")
print(f"density-of-states mass = {mass/m0:.1f} electron masses")
print(f"gap = {gap_eV:.1f} eV; donor depth = {donor_depth_eV:.1f} eV")
print("IDEAL PROFILE")
print(f"Debye length L_D = {LD*1e9:.2f} nm")
print(f"b = sqrt(2)*L_D = {b*1e9:.2f} nm")
print(f"sheet density = {sheet/1e4:.3e} cm^-2")
print(f"contact field = {field0/1e8:.5f} MV/cm")
for x, ideal, r_fin, r_don in rows:
    U_eV = 2 * kT_eV * np.log(1 + x / b)
    print(f"x = {x*1e9:.0f} nm: n = {ideal/1e6:.3e} cm^-3, U = {U_eV:.4f} eV")
print(f"far law at layer thickness = {far_law/1e6:.3e} cm^-3")
print(f"n0 x 100: ideal n at layer thickness x {gain_ideal:.3f}")
print("NEGLECTED EFFECTS")
print("density / ideal: finite layer; finite layer with donors")
for x, ideal, r_fin, r_don in rows:
    print(f"x = {x*1e9:.0f} nm: {r_fin:.4f}; {r_don:.4f}")
print(f"valence-band effective density = {Nv/1e6:.2e} cm^-3")
print(f"contact barrier = {barrier/e:.3f} eV")
print(f"Fermi level above band edge, surface = {fermi_surface_eV:.3f} eV")
print(f"donor level above valence-band edge = {donor_level_eV:.1f} eV")
print(f"intrinsic density = {intrinsic/1e6:.0e} cm^-3")
print(f"degeneracy: contact field change = {100*degenerate_shift:.4f} %")
print(f"quantum correction / kB*T at contact = {quantum:.1e}")
print(f"Coulomb length = {coulomb*1e9:.2f} nm")
print(f"discreteness ratio, Coulomb length / b = {coulomb/b:.3f}")
print(f"image energy equals kB*T at x = {image_range*1e9:.2f} nm")
print(f"rough breakdown field = {breakdown_MVcm:.0f} MV/cm")
print(f"contact field / breakdown = {field0/1e8/breakdown_MVcm:.1e}")
print(f"AT {T_hot:.0f} K, SAME BARRIER")
print(f"contact density = {n0_hot/1e6:.2e} cm^-3")
print(f"b = {b_hot*1e9:.2f} nm")
print(f"ideal n at layer thickness = {far_hot/1e6:.3e} cm^-3")
print(f"discreteness ratio = {coulomb_hot/b_hot:.3f}")
print(f"degeneracy: contact field change = {100*degenerate_hot:.3f} %")
print("checks complete")
```

It prints:

```
TESTS
thick layer: largest relative deviation = 1.2e-05
free-surface density / ideal, thick layer = 2.4674
contact field 5% high: scaled far field = 0.4528
contact field 5% low: field zero at x/L_D = 5.676
INPUTS (diamond values are rough)
temperature = 300 K; kB*T = 0.02585 eV
relative permittivity = 5.7
contact density n0 = 1.0e+16 cm^-3
layer thickness = 1000 nm
residual donors = 1.0e+13 cm^-3
density-of-states mass = 0.8 electron masses
gap = 5.5 eV; donor depth = 1.7 eV
IDEAL PROFILE
Debye length L_D = 28.54 nm
b = sqrt(2)*L_D = 40.36 nm
sheet density = 4.036e+10 cm^-2
contact field = 0.01281 MV/cm
x = 10 nm: n = 6.423e+15 cm^-3, U = 0.0114 eV
x = 40 nm: n = 2.522e+15 cm^-3, U = 0.0356 eV
x = 100 nm: n = 8.267e+14 cm^-3, U = 0.0644 eV
x = 300 nm: n = 1.406e+14 cm^-3, U = 0.1102 eV
x = 1000 nm: n = 1.505e+13 cm^-3, U = 0.1680 eV
far law at layer thickness = 1.629e+13 cm^-3
n0 x 100: ideal n at layer thickness x 1.074
NEGLECTED EFFECTS
density / ideal: finite layer; finite layer with donors
x = 10 nm: 1.0009; 0.9994
x = 40 nm: 1.0043; 0.9980
x = 100 nm: 1.0147; 0.9970
x = 300 nm: 1.0927; 1.0230
x = 1000 nm: 2.4673; 2.0747
valence-band effective density = 1.80e+19 cm^-3
contact barrier = 0.194 eV
Fermi level above band edge, surface = 0.343 eV
donor level above valence-band edge = 3.8 eV
intrinsic density = 1e-27 cm^-3
degeneracy: contact field change = 0.0049 %
quantum correction / kB*T at contact = 7.5e-04
Coulomb length = 9.77 nm
discreteness ratio, Coulomb length / b = 0.242
image energy equals kB*T at x = 2.44 nm
rough breakdown field = 10 MV/cm
contact field / breakdown = 1.3e-03
AT 500 K, SAME BARRIER
contact density = 4.31e+17 cm^-3
b = 7.94 nm
ideal n at layer thickness = 2.672e+13 cm^-3
discreteness ratio = 0.739
degeneracy: contact field change = 0.099 %
checks complete
```
